Averaging coverage in kinetic Monte Carlo: steps or time?

**Q:** I am simulating hydrogen on Si(001) before epitaxy with rejection-free kinetic Monte Carlo. At each step I record whether my surface site is filled, and at the end I average the record. The algorithm chooses events according to their rates, so the states it visits must already appear with the right frequency. I see no need for the clock when I only want a steady coverage.

**A:** Let us try that on your site. What events does it have?

**Q:** Two. A site is one surface dimer, a pair of silicon atoms. When bare, it takes up an H₂ molecule at rate a and then carries two H atoms. When filled, it releases H₂ at rate d. Both rates are constant.

**A:** Then write down the sequence of states, starting bare.

**Q:** Bare, filled, bare, filled, and so on. There is nothing else it can do.

**A:** Count bare as 0 and filled as 1. What is your average over an even number N of steps?

**Q:** Half the entries are 1, so

(N/2)/N = 1/2.

For odd N, starting bare, it is (N − 1)/(2N) = 1/2 − 1/(2N), which also tends to 1/2. The rates have dropped out. But perhaps the coverage of a single site really is one half?

**A:** Suppose desorption is a thousand times faster than adsorption. Would you expect to find the dimer filled half of the time?

**Q:** No, it would be bare nearly all the time. So what is the correct coverage?

**A:** Define the coverage θ as the fraction of time the site is filled, over a run long enough for the starting state not to matter. During a long time t the site is bare for (1 − θ)t and fills a(1 − θ)t times. It is filled for θt and empties dθt times. Fillings and emptyings alternate, so their numbers differ by at most one, and in the long run

a(1 − θ) = dθ.

Moving the terms with θ to one side gives a = (a + d)θ, so

θ = a/(a + d).

The same result follows from the durations. With constant rates the waiting times are exponentially distributed, with mean 1/a for a bare visit and 1/d for a filled visit. One cycle contains one of each, hence

θ = (1/d)/(1/a + 1/d) = a/(a + d),

where the last step multiplies numerator and denominator by ad. Your average gives both visits the same weight, although they last for different times.

**Q:** Then where did my argument about event selection fail? The algorithm does use the rates.

**A:** It uses them in two places. Ratios of rates decide which event comes next, and the total rate decides how long the system waits. A bare dimer has one possible event, so the choice is certain whatever the value of a. All the information about a and d sits in the waiting times, which you discarded.

For any system, let pᵢ be the fraction of time spent in state i and Rᵢ the total rate of leaving it. In a long time t the system leaves state i about pᵢRᵢt times, and each departure is one step. The fraction of steps that find the system in state i is therefore

qᵢ = pᵢRᵢ / Σⱼ pⱼRⱼ.

States with an exit rate above the time average Σⱼ pⱼRⱼ are over-represented. Dividing by Rᵢ removes the bias:

pᵢ = (qᵢ/Rᵢ) / Σⱼ (qⱼ/Rⱼ).

Since 1/Rᵢ is the mean residence time, this is residence-time weighting. The step average of a quantity that differs between states is safe when all the Rᵢ are equal, because then qᵢ = pᵢ. For your dimer that means a = d.

**Q:** Let us put in numbers. I have 900 K and 1 Torr of hydrogen.

**A:** We need the two rates. The gas density is p/kT. The mean speed towards the surface, with receding molecules counted as zero, is √(kT/2πm) from the Maxwell distribution, where m is the mass of H₂. Their product is the number of impacts per area and time:

F = (p/kT)·√(kT/2πm) = p/√(2πmkT) = 8.25×10²⁰ cm⁻² s⁻¹.

Here the gas is taken to be as hot as the surface. Si(001) has one dimer per square of the cubic lattice constant, 0.5431 nm, which is 3.39×10¹⁴ dimers per cm². Each dimer is hit 2.43×10⁶ times per second. If one impact in a million on a bare dimer leads to adsorption, then

a = 10⁻⁶ × 2.432×10⁶ s⁻¹ = 2.43 s⁻¹.

For desorption take a prefactor of 10¹⁵ s⁻¹ and a barrier of 2.5 eV. With kT = 0.07756 eV,

d = 10¹⁵ s⁻¹ × exp(−2.5/0.07756) = 10.0 s⁻¹.

The coverage of the model is

θ = 2.432/(2.432 + 10.014) = 0.195.

A bare visit lasts 0.411 s on average and a filled one 0.100 s. The step average of 0.5 is too high by 0.305, which is about 1.6 times the true value itself.

**Q:** Can I see this in an actual trajectory?

**A:** Here are the first eight visits of a run, with residence times drawn from the exponential distributions:

bare: 0.7571, 0.8225, 1.0351, 0.0904 s
filled: 0.0256, 0.0223, 0.1318, 0.1234 s

The filled times add up to 0.3031 s out of 3.0082 s. The time average is 0.3031/3.0082 = 0.101, while the step average is 4/8 = 0.5.

**Q:** But 0.101 is not 0.195 either. My average at least has no noise!

**A:** It has no noise because bare and filled must alternate, and for the same reason it contains no information about the rates. The time average does fluctuate, and we can say by how much. Let T₁ and T₀ be the total filled and bare times after C full cycles. The estimate is T₁/(T₀ + T₁). For small deviations of the two times, differentiation gives

δθ = [T₀ δT₁ − T₁ δT₀]/(T₀ + T₁)² = θ(1 − θ)[δT₁/T₁ − δT₀/T₀].

An exponential time has a standard deviation equal to its mean. A sum of C independent ones therefore has relative variance 1/C. The two sums are independent, so their relative variances add to 2/C, and

σ = θ(1 − θ)√(2/C).

This holds for large C. For 500 cycles it gives 0.0099, and 3000 repeated runs of 500 cycles show a scatter of 0.0101. For four cycles it is only a guide, but it gives 0.11, so a deviation of 0.095 is ordinary. In a run of 200,000 steps, or 100,000 cycles, σ is 0.0007, and the time average comes out as 0.1956.

**Q:** Must I draw the times at random, then?

**A:** Not for a steady average. You may weight each visited state by its mean residence time 1/R. For a single site this gives a/(a + d) after each full cycle, since every cycle contributes 1/a and 1/d. Drawn times are needed when you want the fluctuations in time.

With drawn times you may also look at the site at equal intervals of simulated time. Long visits then collect more samples, in proportion to their length. Do not combine this with mean times: the visits of a single site would then repeat periodically, and equal intervals could miss the filled ones altogether. Sampling the long run every 0.1 s gives 0.1959.

**Q:** I think I understand. I store the state after each event, together with the time step the algorithm has just produced, and form the weighted average.

**A:** Check which state that time belongs to. The waiting time was spent in the state before the event. If you attach it to the state after the event, the bare times are credited to the filled dimer, and you obtain

(1/a)/(1/a + 1/d) = d/(a + d) = 1 − θ.

This mistake tends to 0.805 instead of 0.195, and the run of 200,000 steps gives 0.804. It is harder to spot than one half, because it varies with the rates, though in the wrong direction.

**Q:** A colleague uses an older code that picks a trial event and sometimes rejects it. He averages over trials without any weights. Is he wrong too?

**A:** No, provided that he counts the rejected trials and that the trial rate Λ is the same in every state. Take Λ equal to the larger rate, d. A filled dimer then accepts its trial every time and is counted once per visit. A bare dimer accepts with probability a/Λ = 0.243, so it is counted Λ/a = 4.12 times per visit on average. The trial average is

1/(1 + 4.12) = 0.195,

and in general (Λ/d)/(Λ/a + Λ/d) = a/(a + d). The repeated counts do the work of the residence time. A run of 200,000 trials gives 0.194. If he counted accepted events alone, he would be back at one half.

**Q:** My production runs have thousands of dimers, and there the step average looked perfectly reasonable. How does that fit?

**A:** Take M equal, independent dimers, n of them filled. The total exit rate is

R = a(M − n) + dn = aM + (d − a)n.

Let ⟨ ⟩ denote the time average. From the relation between q and p, the step average of n/M is

S = ⟨nR⟩/(M⟨R⟩) = θ + Cov(n, R)/(M⟨R⟩),

because ⟨nR⟩ = ⟨n⟩⟨R⟩ + Cov(n, R) and ⟨n⟩ = Mθ. Independent sites give n a binomial distribution with variance Mθ(1 − θ), so

Cov(n, R) = (d − a)Mθ(1 − θ) = (d − a)M·ad/(a + d)².

The mean exit rate is

⟨R⟩ = M[a(1 − θ) + dθ] = 2M·ad/(a + d).

Dividing, the factors M and ad cancel between the covariance and ⟨R⟩, and one factor 1/M remains from the definition of S:

S − θ = (d − a)/[2M(a + d)].

Since 1/2 − θ = (a + d − 2a)/[2(a + d)] = (d − a)/[2(a + d)], this is

S = θ + (1/2 − θ)/M.

For M = 1 we recover one half. Once M is large compared with both a/d and d/a, the total rate fluctuates little relative to its mean, so the visited states have nearly equal mean residence times and the error fades. With our rates the formula gives 0.348 for M = 2, 0.272 for M = 4 and 0.246 for M = 6. Solving the jump probabilities over all configurations of these small lattices gives the same values. For M = 10,000 the error is 3×10⁻⁵.

**Q:** Does a simulation of a small lattice agree?

**A:** For ten dimers and 200,000 steps the step average is 0.2238, against 0.2259 from the formula. The time average of the same run is 0.1935, against 0.1954. Both are low by about 0.002. Ten dimers with about 10,000 cycles each have together the noise of 100,000 cycles, 0.0007, so the time average lies about 2.7 standard deviations low. That is an unusual draw, and one run cannot say more. The solution over all configurations of the smaller lattices has no sampling noise, and it is the stronger evidence for the formula.

**Q:** So on a large lattice I may keep my step average after all?

**A:** For a steady state of many independent dimers the absolute error, at most 1/(2M), is small. It is negligible only if the lattice holds many dimers of the rarer kind, so that both Mθ and M(1 − θ) are much larger than one. With the same parameters at 700 K and 1 Torr the bare fraction is 3.6×10⁻⁴, and the step average over 1000 dimers adds (θ − 1/2)/M = 5.0×10⁻⁴ to it, giving 8.6×10⁻⁴. I would still use the clock, because it does not rely on independence. If all dimers filled and emptied together, for example, the lattice would behave like a single site, and the step average would be one half again, however large M is. On a small lattice the step average also depends on which events you choose to list. A bare dimer is tilted, and it can flip between two equivalent tilts. Add this flip with rate f, and let both tilts adsorb at the same rate a. The flip changes neither filling nor emptying, so θ stays the same. For one dimer, the steps that start from the filled state now make up the fraction

θd/[θd + (1 − θ)(a + f)] = a/(2a + f),

where the second form uses θd = (1 − θ)a and cancels 1 − θ. With f = 100 s⁻¹, a value chosen for illustration and far below the real flip rate at 900 K, this is 2.432/104.864 = 0.023. The step average has moved from far above the true coverage to far below it, while the time average remains 0.195. So even the value one half belongs to a particular event list. For M independent dimers R = (a + f)(M − n) + dn is again linear in n, so the covariance formula divides this error by M as well.

**Q:** What would I have concluded from a pressure series on one dimer?

**A:** That pressure has no effect. Hold the temperature at 900 K and the sticking probability at 10⁻⁶, so that a is proportional to pressure. The coverage a/(a + d) is then

0.1 Torr: 0.024
1 Torr: 0.195
10 Torr: 0.708
100 Torr: 0.960

This is the Langmuir curve, and time averages of simulated runs follow it within 0.003. The step average is 0.500 at all four pressures. It is correct where a = d, at 10.014/2.432 = 4.1 Torr, and there by coincidence.

The error matters for growth. Suppose a dilute precursor needs one bare dimer and does not disturb the hydrogen coverage. Its uptake is proportional to 1 − θ. At 100 Torr the bare fraction is 0.04, and the step average would put it at 0.5, about 13 times too high.

**Q:** How far can I trust 0.195 for a real wafer?

**A:** As an estimate from rough parameters, not as a prediction. The barrier, prefactor and sticking probability are round values chosen for illustration. The sticking probability is especially uncertain: adsorption of H₂ is activated, so it depends strongly on the temperatures of gas and surface, and it may be wrong by much more than the factor of three tried here. Only the ratio a/d enters the coverage. With gas and surface at one temperature this ratio is an equilibrium constant, fixed by the adsorption energy of H₂ and the partition functions of gas and adsorbate. Our a/d = 0.243 corresponds to an adsorption energy of roughly 1.5 to 1.6 eV. Reported values for Si(001) lie nearer 1.8 to 1.9 eV, uncertain by a few tenths of an eV, and they would put the coverage at about 0.85 to 0.98, so a real surface may be mostly covered under these conditions. A factor of three down or up in the sticking probability moves the model coverage to 0.07 or 0.42. The same factor in the prefactor, or an error of kT ln 3 = 0.085 eV in the barrier, shifts it just as far. A surface 10 K colder or hotter gives 0.26 or 0.15 if only the desorption rate responds. Gas at 300 K, with pressure and sticking unchanged, hits the surface √3 times as often and gives 0.30.

**Q:** And a real dimer can hold a single hydrogen atom, can't it?

**A:** Yes, and our two-state model leaves that out. Suppose atoms can move between dimers, and two atoms gain a pairing energy ε by sharing one. Let P₀, P₁ and P₂ be the fractions of dimers with zero, one and two atoms. At equilibrium their weights are 1, 2z and z²exp(ε/kT), where z is the weight of one adsorbed atom and the 2 counts the two places it can occupy. Exchange of H₂ with the gas still requires aP₀ = dP₂, hence

z²exp(ε/kT) = a/d, or z = √(a/d)·exp(−ε/2kT).

With a rough ε of 0.25 eV, z is 0.098. The weights are 1, 0.197 and 0.243, and dividing by their sum gives P₀ = 0.695, P₁ = 0.137 and P₂ = 0.169. The hydrogen coverage per silicon atom is P₂ + P₁/2 = 0.237, about a fifth more than 0.195. Adsorption and desorption of H₂ across two neighbouring dimers, other interactions between dimers, surface steps and the temperature dependence of sticking are still missing, and I have not estimated them.

**Q:** Then the uncertainty of the rates may be as large as the error of my averaging.

**A:** Yes. A factor of three in a/d already shifts the coverage by up to 0.23, against 0.305, and a larger factor can shift it by more. But the two are different in kind. Correcting a and d corrects the time average of the model, although the effects left out of the model remain. It leaves the step average of your single dimer at one half. The full set of values is in the numerical output.

**Q:** Then I will store each state with the time spent in it before the next event, and divide the filled time by the total time.

Calculated quantities

```
temperature 900 K, pressure 1.0 Torr, kT 0.07756 eV
sticking 1e-06, prefactor 1e+15 1/s, E 2.5 eV
Si lattice constant 0.5431 nm
dimer density 3.390e+14 1/cm2
H2 flux 8.247e+20 1/(cm2 s)
impacts per dimer 2.432e+06 1/s
adsorption rate a 2.432 1/s, mean empty time 0.4111 s
desorption rate d 10.014 1/s, mean filled time 0.0999 s
coverage a/(a+d) 0.1954, bare fraction 0.8046
first eight visits: state (0 bare, 1 filled), residence time
  visit 1: 0  0.7571 s
  visit 2: 1  0.0256 s
  visit 3: 0  0.8225 s
  visit 4: 1  0.0223 s
  visit 5: 0  1.0351 s
  visit 6: 1  0.1318 s
  visit 7: 0  0.0904 s
  visit 8: 1  0.1234 s
  filled time 0.3031 s of 3.0082 s
  step average 0.5000, time average 0.1008
long run: 200000 steps, 51225 s simulated
  step average 0.5000
  average with drawn times 0.1956
  average with mean times 0.1954
  samples every 0.1 s 0.1959
  trials with rejections 0.1941
  time given to the state after the event 0.8044
step average from jump matrix, M = 1: 0.5000
step average from jump matrix, M = 2: 0.3477
step average from jump matrix, M = 4: 0.2716
step average from jump matrix, M = 6: 0.2462
M = 10 simulated: step 0.2238, time 0.1935
M = 10 formula, step: 0.2259
M = 10000 formula, step minus true: 3.05e-05
tilt event f 100 1/s: step 0.0232, time 0.1954
noise, 500 cycles: seen 0.01011, law 0.00994
pressure (Torr), a (1/s), a/(a+d), time average, step average
    0.1     0.243  0.0237  0.0237  0.5000
    1.0     2.432  0.1954  0.1965  0.5000
   10.0    24.324  0.7084  0.7059  0.5000
  100.0   243.243  0.9605  0.9605  0.5000
pairing energy 0.25 eV: P0 0.6946, P1 0.1366, P2 0.1687
  H atoms per Si surface atom 0.2370
gas at 300 K: coverage 0.2961
surface 10 K colder 0.2587, hotter 0.1456
sticking / 3: 0.0749, sticking x 3: 0.4215
error of the step average 0.3046
```
